# Pearson Range Profiles: Coefficients from Four Moments and the Type IV Region

## The symmetric profile

Let $f(x)$ be the probability density for an implanted ion to come to rest at depth $x$, and let $s=x-R_p$ be the depth measured from the mean range $R_p$. The straggle $\sigma>0$ is the standard deviation of $f$. A Gaussian obeys $f'/f=-s/\sigma^2$. The simplest symmetric extension lets the denominator depend on $s^2$:

$$q f'=s f,\qquad q(s)=b_0+b_2s^2. \tag{1}$$

The two constants follow from the variance and the kurtosis $\beta=\langle s^4\rangle/\sigma^4$, which is 3 for a Gaussian. Suppose that $sqf$ and $s^3qf$ vanish at both ends of the support. The integrals of their derivatives are then zero. Using $qf'=sf$ and $q'=2b_2s$,

$$0=\int (sqf)'\,ds=\int (q+sq'+s^2)f\,ds=b_0+3b_2\sigma^2+\sigma^2,$$

$$0=\int (s^3qf)'\,ds=\int(3s^2q+s^3q'+s^4)f\,ds=3b_0\sigma^2+(5b_2+1)\beta\sigma^4.$$

The first line gives $b_0=-\sigma^2(1+3b_2)$. Inserted in the second, it gives $3(1+3b_2)=\beta(1+5b_2)$, so

$$b_2=-\frac{\beta-3}{5\beta-9},\qquad b_0=-\frac{2\beta\sigma^2}{5\beta-9}. \tag{2}$$

Since $s/q$ is the derivative of $\ln|q|/(2b_2)$, the density is

$$f\propto\left(1+\frac{s^2}{L^2}\right)^{1/(2b_2)},\qquad L^2=\frac{b_0}{b_2}=\frac{2\beta\sigma^2}{\beta-3}. \tag{3}$$

For $\beta>3$, $L^2$ is positive, $q$ has no real zero and the density has power-law tails. For $9/5<\beta<3$, $L^2$ is negative and the density ends at two real zeros of $q$. As $\beta\to3$ the exponent times $s^2/L^2$ is $-(5\beta-9)s^2/(4\beta\sigma^2)\to-s^2/(2\sigma^2)$, which is the Gaussian. The roots of the denominator thus decide whether the profile ends at a finite depth. Skewness moves the dividing line away from $\beta=3$.

## Coefficients of the skewed profile

The Pearson equation is

$$q f'=(s-a)f,\qquad q(s)=b_0+b_1s+b_2s^2. \tag{4}$$

Here $a$ and $b_1$ are lengths, $b_0$ is a squared length and $b_2$ is a pure number. Write $\mu_n=\langle s^n\rangle$. By definition of the mean, straggle, skewness $\gamma$ and kurtosis,

$$\mu_0=1,\quad \mu_1=0,\quad \mu_2=\sigma^2,\quad \mu_3=\gamma\sigma^3,\quad \mu_4=\beta\sigma^4. \tag{5}$$

Assume that these moments are finite and that $s^nqf$ vanishes at the ends of the support for $n=0,1,2,3$. The product rule and (4) give

$$(s^nqf)'=\left[ns^{n-1}q+s^n(b_1+2b_2s)+s^n(s-a)\right]f.$$

Integrating, with zero on the left, and collecting powers of $s$, we find

$$n b_0\mu_{n-1}+(n+1)b_1\mu_n+(n+2)b_2\mu_{n+1}+\mu_{n+1}-a\mu_n=0. \tag{6}$$

The four cases are as follows.

For $n=0$, $\mu_1=0$ leaves $b_1-a=0$:

$$b_1=a. \tag{7}$$

For $n=1$, the terms with $\mu_1$ drop out and $b_0+3b_2\sigma^2+\sigma^2=0$:

$$b_0=-\sigma^2(1+3b_2). \tag{8}$$

For $n=2$, (7) combines $3b_1\mu_2-a\mu_2$ into $2a\sigma^2$, so $2a\sigma^2+(1+4b_2)\gamma\sigma^3=0$:

$$a=-\tfrac12\gamma\sigma(1+4b_2). \tag{9}$$

For $n=3$, the same combination gives $3b_0\sigma^2+3a\gamma\sigma^3+(1+5b_2)\beta\sigma^4=0$. Insert (8) and (9) and divide by $\sigma^4$:

$$-3(1+3b_2)-\tfrac32\gamma^2(1+4b_2)+\beta(1+5b_2)=0.$$

Multiplying by 2 and separating the terms in $b_2$, we obtain

$$A\,b_2=-(2\beta-3\gamma^2-6),\qquad A=10\beta-12\gamma^2-18. \tag{10}$$

The division by $A$ is safe under the stated assumptions. If $A$ were zero, (10) would require $2\beta=3\gamma^2+6$. But then $A=5(3\gamma^2+6)-12\gamma^2-18=3\gamma^2+12>0$, a contradiction. Densities with $A=0$ do exist, the uniform density being one, but they do not satisfy (4) under these assumptions.

The remaining coefficients need two sums:

$$1+4b_2=\frac{A-8\beta+12\gamma^2+24}{A}=\frac{2(\beta+3)}{A},$$

$$1+3b_2=\frac{A-6\beta+9\gamma^2+18}{A}=\frac{4\beta-3\gamma^2}{A}.$$

With (8) and (9), the result is

$$a=b_1=-\frac{\gamma\sigma(\beta+3)}{A},\quad b_0=-\frac{\sigma^2(4\beta-3\gamma^2)}{A},\quad b_2=-\frac{2\beta-3\gamma^2-6}{A}. \tag{11}$$

Setting $\gamma=0$ recovers (2).

These centred coefficients do not contain the mean range, and three of them are independent. All four moments enter when the equation is written in depth, $f'/f=(x-A_0)/(B_0+B_1x+B_2x^2)$. Substituting $s=x-R_p$ in (4) and collecting powers of $x$ gives

$$\begin{aligned}A_0&=R_p+a, & B_0&=b_0-b_1R_p+b_2R_p^2,\\ B_1&=b_1-2b_2R_p, & B_2&=b_2.\end{aligned} \tag{12}$$

In this precise sense four coefficients are expressed through four moments. As a check on (11) and (12), an equation with chosen depth coefficients was integrated numerically. The moments of its solution returned the chosen values, as the numerical output shows.

## Where the denominator has complex roots

The discriminant of $q$ is $D=b_1^2-4b_0b_2$. It is the same in both forms, because

$$B_1^2-4B_0B_2=b_1^2-4b_1b_2R_p+4b_2^2R_p^2-4b_0b_2+4b_1b_2R_p-4b_2^2R_p^2=D.$$

Type IV is the case $D<0$. We include its symmetric member $\gamma=0$, which is also called type VII. Put $g=\gamma^2$. From (11), the two minus signs in $b_0b_2$ cancel and

$$\frac{A^2D}{\sigma^2}=g(\beta+3)^2-4(4\beta-3g)(2\beta-3g-6).$$

The two terms expand to

$$g\beta^2+6g\beta+9g\quad\text{and}\quad 32\beta^2-(72g+96)\beta+36g^2+72g.$$

Subtracting the second from the first gives $A^2D/\sigma^2=-Q(\beta)$, with

$$Q(\beta)=(32-g)\beta^2-(78g+96)\beta+36g^2+63g. \tag{13}$$

Type IV therefore means $Q>0$. For $g\neq32$ the roots of $Q$ are

$$\beta_\pm=\frac{39g+48\pm\sqrt{(39g+48)^2-(32-g)(36g^2+63g)}}{32-g}.$$

The expression under the root is a perfect cube times 36:

$$\begin{aligned}&1521g^2+3744g+2304-(1089g^2+2016g-36g^3)\\&\quad=36(g^3+12g^2+48g+64)=36(g+4)^3.\end{aligned}$$

To decide which side of which root matters, we need to know which kurtosis values a density can have. With $z=s/\sigma$, the mean of a square is non-negative:

$$0\le\langle(z^2-\gamma z-1)^2\rangle=\beta+\gamma^2+1-2\gamma^2-2=\beta-\gamma^2-1.$$

Hence $\beta\ge1+g$ for any density with a finite fourth moment. At this limit,

$$\begin{aligned}Q(1+g)&=(32-g)(1+g)^2-(78g+96)(1+g)+36g^2+63g\\&=-(g^3+12g^2+48g+64)=-(g+4)^3<0.\end{aligned} \tag{14}$$

For $g<32$, $Q$ is a parabola opening upward. Its negative value at $1+g$ places that point between the two roots. The lower root is thus below the allowed range, and $Q>0$ holds in that range when $\beta$ exceeds the upper root.

For $g\ge32$, the derivative $2(32-g)\beta-(78g+96)$ is negative for all $\beta>0$. $Q$ then decreases from a value already negative at $\beta=1+g$, and no allowed kurtosis gives type IV. The complete condition is

$$D<0\iff \gamma^2<32\ \text{ and }\ \beta>\beta^*=\frac{39\gamma^2+48+6(\gamma^2+4)^{3/2}}{32-\gamma^2}. \tag{15}$$

For small skewness, $(g+4)^{3/2}=8+3g$ to first order in $g$. The numerator becomes $96+57g$, and division by $32-g$ gives

$$\beta^*\simeq3+\tfrac{15}{8}\gamma^2. \tag{16}$$

For every $0<\gamma^2<32$ the numerator in (15) exceeds 96 and the denominator is below 32, so $\beta^*>3$. Within the Pearson family, a skewed profile therefore needs more kurtosis than a Gaussian before both of its tails can extend without end.

## Why type IV gives a usable profile

The derivation so far assumed that a density exists. For prescribed values satisfying (15), its existence and its moments can now be established.

If $D<0$, then $4b_0b_2>b_1^2\ge0$, so $(4\beta-3g)(2\beta-3g-6)>0$. The first factor is at least $4(1+g)-3g=4+g>0$. The second must then be positive, so $2\beta>3g+6$, and

$$A>5(3g+6)-12g-18=3g+12>0.$$

It follows that $b_0<0$ and $b_2<0$. There is also a lower bound on $b_2$:

$$1+5b_2=\frac{A-10\beta+15g+30}{A}=\frac{3g+12}{A}>0,\qquad -\tfrac15<b_2<0. \tag{17}$$

Since $q$ has no real zero and $q(0)=b_0<0$, it is negative for every $s$. By (4), $f$ rises for $s<a$ and falls for $s>a$. The profile has one peak, at $s=a$. As $a$ has the sign opposite to $\gamma$, a negatively skewed type IV profile peaks deeper than its mean range. A profile with two peaks cannot be represented by this type.

Far from the peak, $f'/f\to1/(b_2s)$, so $f$ falls as $|s|^{1/b_2}$. By (17), $1/b_2<-5$. The function $s^4f$ is therefore integrable, and $s^3qf$, which varies as $|s|^{5+1/b_2}$, vanishes at both ends. The assumptions behind (6) hold by themselves.

It remains to show that the solution has the prescribed moments. Let $m_n$ be its actual moments about $s=0$. With $b_1=a$, relation (6) gives in turn

$$(1+2b_2)m_1=0,\qquad (1+3b_2)m_2=-b_0-am_1,$$

$$(1+4b_2)m_3=-2b_0m_1-2am_2,\qquad (1+5b_2)m_4=-3b_0m_2-3am_3.$$

All four factors on the left are positive by (17). Thus $m_1=0$, (8) gives $m_2=\sigma^2$, and (9) gives $m_3=\gamma\sigma^3$. The last relation is the $n=3$ equation from which (10) was obtained, so $m_4=\beta\sigma^4$. The formulas (11) are sufficient as well as necessary.

To integrate (4), write the numerator in terms of $q'=b_1+2b_2s$:

$$s-a=\frac{q'}{2b_2}-\left(a+\frac{b_1}{2b_2}\right).$$

Let $\Delta=-D>0$. Completing the square gives $4b_2q=(2b_2s+b_1)^2+\Delta$, and hence

$$\int\frac{ds}{q}=\int\frac{4b_2\,ds}{(2b_2s+b_1)^2+\Delta}=\frac{2}{\sqrt\Delta}\arctan\frac{2b_2s+b_1}{\sqrt\Delta}.$$

The profile is

$$\ln f=\text{const}+\frac{\ln|q|}{2b_2}+\nu\arctan\frac{2b_2s+b_1}{\sqrt\Delta},\qquad \nu=-\frac{2a+b_1/b_2}{\sqrt\Delta}, \tag{18}$$

where the constant is fixed by $\int f\,ds=1$. Because $b_1=a$, we have $\nu=-a(1+2b_2)/(b_2\sqrt\Delta)$, which has the sign of $a$. The argument of the arctangent decreases with $s$, so the ratio $f(-l)/f(l)$ tends to $e^{\pi\nu}$ for large $l$. Both tails have the same power, and the skewness appears in their relative height.

## The neighbouring types

When $D>0$ and $b_2\ne0$, $q$ has two real roots whose product is $b_0/b_2$. If $b_0b_2<0$, the mean lies between them and the support is finite on both sides: this is type I. If $b_0b_2>0$, both roots lie on the same side of the mean and the support is bounded on that side: this is type VI. The case $D=0$ with $b_2\neq0$ is type V. For $b_2=0$ the denominator is linear, which is type III, or constant if also $\gamma=0$, which is the Gaussian.

By (11), $b_2=0$ at $\beta=3+\tfrac32\gamma^2$. For $\gamma\ne0$, $D=b_1^2>0$ there, so for $0<\gamma^2<32$ this line lies below $\beta^*$. Raising the kurtosis at a fixed skewness in this range leads from type I through III, VI and V to IV. For small skewness, (16) shows that type VI occupies the narrow strip between $3+\tfrac32\gamma^2$ and $3+\tfrac{15}{8}\gamma^2$.

## A worked profile

Take the round model parameters $R_p=200$ nm, $\sigma=60$ nm, $\gamma=-0.6$ and $\beta=4$, with a whole-line dose $\Phi=10^{15}$ cm$^{-2}$. Then $\gamma^2=0.36$ and $A=40-4.32-18=17.68$. Equation (11) gives

$$a=b_1=\frac{0.6\times60\times7}{17.68}=14.25\ \text{nm},$$

$$b_0=-\frac{3600\times14.92}{17.68}=-3038\ \text{nm}^2,\qquad b_2=-\frac{0.92}{17.68}=-0.05204.$$

The depth coefficients (12) are $A_0=214.25$ nm, $B_0=-7970$ nm$^2$, $B_1=35.07$ nm and $B_2=-0.05204$. The discriminant is $D=203.2-632.3\simeq-429$ nm$^2$, so the profile is type IV. Condition (15) agrees: $\beta^*=3.687$, below the chosen 4. The small-skewness estimate (16) would give 3.675.

The concentration is $N(x)=\Phi f(x)$. The peak density, $0.007148$ nm$^{-1}$, equals $7.148\times10^4$ cm$^{-1}$, so the peak concentration is $7.15\times10^{19}$ cm$^{-3}$, at 214 nm. A Gaussian of equal mean, straggle and dose peaks at $6.65\times10^{19}$ cm$^{-3}$. Elsewhere the two compare as follows, in cm$^{-3}$:

| Depth (nm) | Type IV | Gaussian |
|---:|---:|---:|
| 0 | $1.12\times10^{18}$ | $2.57\times10^{17}$ |
| 100 | $1.45\times10^{19}$ | $1.66\times10^{19}$ |
| 300 | $1.44\times10^{19}$ | $1.66\times10^{19}$ |
| 400 | $2.40\times10^{16}$ | $2.57\times10^{17}$ |

At the surface the type IV value is 4.4 times the Gaussian one; at 400 nm it is about one eleventh of it. The near equality at 100 and 300 nm does not mean that the profile is symmetric. At the mean, $f'/f=-a/b_0>0$, so close to $R_p$ the deeper side is the higher one. Far away the shallow side is higher, since $\nu=11.8>0$. The two sides must cross at some distance from the mean, and here that distance is close to 100 nm.

Changing the kurtosis alone changes the type. At $\beta=3.6$, $D=179$ nm$^2$ and $b_2=-0.0088$: the profile is type VI and ends at 428 nm. At $\beta=3.3$, $D=1185$ nm$^2$ and $b_2=0.0449$: it is type I and ends at 347 nm. The second profile predicts no dopant at all at 400 nm, where the type IV profile still has $2.4\times10^{16}$ cm$^{-3}$. These end points are properties of the chosen family. Under the end conditions assumed for (6), the four moments of this example select one density of the form (4), but they do not determine the true profile. Other densities share the same four moments. One is the Gaussian multiplied by $1+\tfrac{\gamma}{6}(z^3-3z)+\tfrac{\beta-3}{24}(z^4-6z^2+3)$, with $z=s/\sigma$, a factor that stays positive for these values. At 400 nm, $z=10/3$ and the factor is $1-2.70+2.49\simeq0.79$, which gives $2.0\times10^{17}$ cm$^{-3}$, about eight times the type IV value; at 450 nm the ratio is about a hundred.

## The wafer surface

The moments in (11) belong to the whole line, while the solid occupies $x>0$. In the example a fraction 0.0042 of the whole-line dose lies at $x<0$. If the retained dose is the known quantity, $f$ must be renormalized on $x>0$.

Let $f_c$ be this renormalized density. Inside the solid it obeys the same equation (4), with the same coefficients, but $qf_c$ no longer vanishes at the lower limit $s=-R_p$. Let $m$ be the shift of its mean from $R_p$. Integrating $(qf_c)'$ over $s>-R_p$ gives

$$-q(-R_p)f_c(-R_p)=b_1+2b_2m+m-a=(1+2b_2)m,$$

$$m=-\frac{q(-R_p)f_c(-R_p)}{1+2b_2}. \tag{19}$$

Here $f_c(-R_p)$ denotes the density at the surface. Since $q<0$, the mean moves deeper. By (12), $q(-R_p)=B_0=-7970$ nm$^2$. The surface density is $1.122\times10^{-4}/0.9958=1.127\times10^{-4}$ nm$^{-1}$, and (19) gives $m=1.00$ nm, in agreement with direct integration.

The higher moments change more. The cut profile has straggle 58.0 nm, skewness $-0.401$ and kurtosis 3.175. The reason is the weight of distant ions: everything removed lies at least $200/60=3.33$ straggles from the mean, so it contributed at least $0.0042\times3.33^4\simeq0.52$ to the original kurtosis.

If the cut moments are inserted in (11), the result is $b_2=+0.011$ and $D=302$ nm$^2$. This is a type I profile, although the density inside the solid still satisfies a type IV equation with $D=-429$ nm$^2$. Moments taken from a profile that is appreciable at the surface therefore cannot be used in (11) as they stand. To recover the coefficients of the underlying equation, one can fit the whole-line parameters to the part inside the solid, or keep the surface terms in all four moment equations. The second way also requires the density at the surface or, in its place, the fifth moment and the corresponding fifth equation. The fifth moment of a type IV profile is finite only if $b_2>-1/6$, that is, if the whole-line values satisfy $\beta<9+3\gamma^2$, as they do in this example.

## Computed values

```
mean range Rp = 200.0 nm, straggle = 60.0 nm
skewness = -0.60, kurtosis = 4.00, dose = 1.00e+15 cm^-2
A = 17.6800
a = b1 = 14.2534 nm
b0 = -3038.009 nm^2
b2 = -0.052036
depth form A0 (peak depth) = 214.2534 nm
depth form B0 = -7970.136 nm^2
depth form B1 = 35.06787 nm
depth form B2 = -0.052036
discriminant D = -429.187 nm^2
sqrt(-D) = 20.7168 nm
type IV boundary kurtosis = 3.68722
type I/VI dividing kurtosis (b2=0) = 3.5400
power of |q|, 1/(2 b2) = -9.6087
arctan prefactor -(2a+b1/b2)/sqrt(-D) = 11.8458
tail power 1/b2 = -19.2174; measured far slope = -19.2173
moments by quadrature: mean = 200.0000 nm, straggle = 60.0000 nm
  skewness = -0.60000, kurtosis = 4.00000
peak density = 0.007148 nm^-1
peak concentration = 7.1483e+19 cm^-3
Gaussian peak concentration = 6.6490e+19 cm^-3
depth (nm), type IV (cm^-3), Gaussian (cm^-3):
      0  1.122e+18  2.570e+17
     50  4.222e+18  2.921e+18
    100  1.446e+19  1.658e+19
    200  6.908e+19  6.649e+19
    300  1.443e+19  1.658e+19
    400  2.396e+16  2.570e+17
fraction of dose above the surface = 0.00420
cut profile: mean = 201.0026 nm, straggle = 58.0445 nm
  skewness = -0.4009, kurtosis = 3.1753
  mean shift: quadrature 1.0026 nm, surface term 1.0026 nm
  b2 wrongly inferred from cut moments = 0.011118
  D wrongly inferred = 302.482 nm^2
  boundary kurtosis at cut skewness = 3.3037
kurtosis 3.6: type VI, b2 = -0.008772, D = 178.670 nm^2
  support from -inf to 428.09 nm
kurtosis 3.3: type I, b2 = 0.044944, D = 1185.419 nm^2
  support from -419.28 to 346.78 nm
recovery test, chosen A0, B0, B1, B2 (nm, nm^2, nm, 1):
  210.0000, -5444.0000, 21.6000, -0.0600
  recovered: 210.0000, -5444.0000, 21.6000, -0.0600
region scan: 6000 points, 1727 with complex roots
```
